# Symmetry-blocked London-orbital response and the proton shielding tensor of water: a program that tests the result

```python
"""
Result under test: for water (plane yz, C2 axis z) the magnetic response
equations split into C2v blocks, and the proton shielding tensor
sigma[a,b] = d2E/dm_a dB_b has only yz and zy as off-diagonal elements,
with opposite signs on the two protons.
m: nuclear moment, B: uniform field, both axial vectors. Atomic units inside,
shieldings in ppm. Level: RHF/6-31G** (Cartesian d) with London orbitals.
London orbital: exp(-i/2 [B x (R_mu - O)].r) chi_mu, O = gauge origin.
The products r*chi_mu are expanded exactly in an extended Gaussian set.
"""
from types import SimpleNamespace
import numpy as np
from scipy import constants
from scipy.linalg import eigh
from pyscf import gto, scf, dft, ao2mo
from pyscf.dft import numint

BASIS = '6-31g**'
ANGSTROM = 1e-10 / constants.physical_constants['Bohr radius'][0]
PPM = constants.fine_structure**2 * 1e6      # alpha^2 in ppm
AXES = 'xyz'


def extended_basis(symbol):
    """Original shells plus the shells needed for r times each function."""
    shells = gto.basis.load(BASIS, symbol)
    result = [list(shell) for shell in shells]
    for shell in shells:
        l = shell[0]
        rows = []
        for row in shell[1:]:
            ratio = gto.mole.gto_norm(l, row[0]) / gto.mole.gto_norm(l + 1, row[0])
            rows.append([row[0]] + [c * ratio for c in row[1:]])
        result.append([l + 1] + rows)
    return result


def two_electron(eri, density):
    """Coulomb minus half exchange for a complex density matrix."""
    total = np.zeros(density.shape, dtype=complex)
    for factor, part in ((1, density.real), (1j, density.imag)):
        if np.abs(part).max() > 0:
            j, k = scf.hf.dot_eri_dm(eri, np.ascontiguousarray(part), hermi=0)
            total += factor * (j - 0.5 * k)
    return total


def prepare(bond1, bond2, angle_deg):
    """Ground state and field-independent integrals."""
    half = np.radians(angle_deg) / 2
    xyz = np.array([[0, 0, 0],
                    [0, bond1 * np.sin(half), bond1 * np.cos(half)],
                    [0, -bond2 * np.sin(half), bond2 * np.cos(half)]]) * ANGSTROM
    atoms = [[sym, tuple(pos)] for sym, pos in zip('OHH', xyz)]
    mol = gto.M(atom=atoms, unit='Bohr', basis=BASIS, cart=True, verbose=0)
    ext = gto.M(atom=atoms, unit='Bohr', cart=True, verbose=0,
                basis={'O': extended_basis('O'), 'H': extended_basis('H')})
    mf = scf.RHF(mol)
    mf.conv_tol, mf.conv_tol_grad = 1e-12, 1e-8
    mf.kernel()
    assert mf.converged
    s = SimpleNamespace(xyz=xyz, mol=mol, ext=ext, mf=mf)
    s.overlap = ext.intor('int1e_ovlp')
    inverse = np.linalg.pinv(s.overlap, rcond=1e-11, hermitian=True)
    s.base = inverse @ gto.mole.intor_cross('int1e_ovlp', ext, mol)
    s.moved = [inverse @ m for m in
               gto.mole.intor_cross('int1e_r', ext, mol, comp=3)]
    s.eri = ext.intor('int2e', aosym='s8')
    s.core = ext.intor('int1e_kin') + ext.intor('int1e_nuc')
    s.centre = np.zeros((mol.nao, 3))
    for atom, (start, stop) in enumerate(mol.aoslice_by_atom()[:, 2:]):
        s.centre[start:stop] = xyz[atom]
    s.moment, s.electric = [], []
    for pos in xyz:
        with ext.with_rinv_origin(pos):
            s.moment.append(-1j * ext.intor('int1e_prinvxp', comp=3))
            grad = ext.intor('int1e_iprinv', comp=3)
            s.electric.append(grad + grad.transpose(0, 2, 1))
    s.nocc = mol.nelectron // 2
    s.co, s.cv = mf.mo_coeff[:, :s.nocc], mf.mo_coeff[:, s.nocc:]
    s.eo, s.ev = mf.mo_energy[:s.nocc], mf.mo_energy[s.nocc:]
    s.dm = 2 * s.co @ s.co.T
    s.fock = s.core + two_electron(s.eri, s.base @ s.dm @ s.base.T)
    nmo = mol.nao
    g = ao2mo.restore(1, ao2mo.kernel(mol, mf.mo_coeff), nmo)
    o, v = slice(0, s.nocc), slice(s.nocc, nmo)
    hess = (-g[v, v, o, o].transpose(0, 2, 1, 3)
            + g[v, o, v, o].transpose(0, 3, 2, 1))
    s.npair = s.nocc * (nmo - s.nocc)
    s.hess = hess.reshape(s.npair, s.npair)
    s.hess = s.hess + np.diag((s.ev[:, None] - s.eo).ravel())
    return s


def shielding(s, origin, london=True):
    """Analytic shielding of all nuclei, with the perturbed quantities."""
    with s.ext.with_common_origin(origin):
        field = -0.5j * s.ext.intor('int1e_cg_irxp', comp=3)
    arm = s.centre - origin
    r = SimpleNamespace(field=field, phase=[], rhs=[], sigma=np.zeros((3, 3, 3)),
                        para=np.zeros((3, 3, 3)), solved=np.zeros((3, 3, 3)))
    for b in range(3):
        c, d = (b + 1) % 3, (b + 2) % 3
        t = -0.5j * (arm[:, c] * s.moved[d] - arm[:, d] * s.moved[c])
        t = t if london else 0 * t
        r.phase.append(t)
        s1 = t.conj().T @ s.overlap @ s.base
        s1 = s1 + s1.conj().T
        fixed = t @ s.dm @ s.base.T
        fixed = fixed + fixed.conj().T
        doo = -2 * s.co @ (s.co.T @ s1 @ s.co) @ s.co.T
        fixed = fixed + s.base @ doo @ s.base.T
        f1 = t.conj().T @ s.fock @ s.base
        f1 = f1 + f1.conj().T
        f1 = f1 + s.base.T @ (field[b] + two_electron(s.eri, fixed)) @ s.base
        q = s.cv.T @ f1 @ s.co - (s.cv.T @ s1 @ s.co) * s.eo
        assert np.abs(q.real).max() < 1e-8
        r.rhs.append(q.imag.ravel())
        u = np.linalg.solve(s.hess, -q.imag.ravel()).reshape(q.shape)
        dvo = 2j * s.cv @ u @ s.co.T
        dvo = dvo + dvo.conj().T
        solved = s.base @ dvo @ s.base.T
        for k in range(3):
            for a in range(3):
                h_t = s.moment[k][a].T
                r.solved[k, a, b] = PPM * np.sum(solved * h_t).real
                r.para[k, a, b] = PPM * np.sum((fixed + solved) * h_t).real
    for k in range(3):
        m = np.array([[np.sum(s.dm * (s.base.T @ s.electric[k][d]
                                      @ (s.moved[c] - origin[c] * s.base)))
                       for d in range(3)] for c in range(3)])
        r.sigma[k] = r.para[k] + 0.5 * PPM * (np.eye(3) * np.trace(m) - m)
    return r


def finite_field(s, r, b, strength):
    """Self-consistent orbitals in a small field; returns moment derivatives."""
    t = s.base + strength * r.phase[b]
    overlap = t.conj().T @ s.overlap @ t
    core = s.core + strength * r.field[b]
    dm = s.dm.astype(complex)
    change = 1.0
    for _ in range(100):
        fock = t.conj().T @ (core + two_electron(s.eri, t @ dm @ t.conj().T)) @ t
        fock = 0.5 * (fock + fock.conj().T)
        c = eigh(fock, overlap)[1][:, :s.nocc]
        new = 2 * c @ c.conj().T
        change = np.abs(new - dm).max()
        dm = new
        if change < 1e-11:
            break
    assert change < 1e-11
    density = t @ dm @ t.conj().T
    return np.array([[PPM * np.sum(density * s.moment[k][a].T).real / strength
                      for a in range(3)] for k in range(3)])


BOND, ANGLE = 0.96, 104.5
water = prepare(BOND, BOND, ANGLE)
zero = np.zeros(3)
main = shielding(water, zero)
rng = np.random.default_rng(7)

# The extended set reproduces r*chi at arbitrary points.
points = rng.normal(size=(400, 3)) * 1.5
ao_pts = numint.eval_ao(water.mol, points)
ext_pts = numint.eval_ao(water.ext, points)
for c in range(3):
    assert np.abs(ext_pts @ water.moved[c] - points[:, [c]] * ao_pts).max() < 1e-8

# Coulomb and exchange for a general complex matrix, against explicit sums.
nao = water.mol.nao
trial = rng.normal(size=(nao, nao)) + 1j * rng.normal(size=(nao, nao))
g_ao = water.mol.intor('int2e')
explicit = (np.einsum('ijkl,lk->ij', g_ao, trial)
            - 0.5 * np.einsum('ijkl,jk->il', g_ao, trial))
packed = two_electron(water.eri, water.base @ trial @ water.base.T)
assert np.abs(water.base.T @ packed @ water.base - explicit).max() < 1e-7

# Operators against quadrature of their definitions (proton 1).
grid = dft.gen_grid.Grids(water.mol)
grid.level = 4
grid.build()
ao = numint.eval_ao(water.mol, grid.coords, deriv=1)
left = (ao[0] * grid.weights[:, None]).T
rk = grid.coords - water.xyz[1]
rk3 = rk / np.linalg.norm(rk, axis=1)[:, None]**3
quad_error = 0.0
for a in range(3):
    c, d = (a + 1) % 3, (a + 2) % 3
    for vec, factor, operator in ((grid.coords, -0.5j, main.field[a]),
                                  (rk3, -1j, water.moment[1][a])):
        curl = vec[:, [c]] * ao[1 + d] - vec[:, [d]] * ao[1 + c]
        diff = factor * (left @ curl) - water.base.T @ operator @ water.base
        quad_error = max(quad_error, np.abs(diff).max())
    for e in range(3):
        num = left @ (ao[0] * (grid.coords[:, a] * rk3[:, e])[:, None])
        diff = num - water.base.T @ water.electric[1][e] @ water.moved[a]
        quad_error = max(quad_error, np.abs(diff).max())
assert quad_error < 5e-4      # limited by the angular grid

# Analytic response against self-consistent solutions in a small field.
field_error = 0.0
for b in (1, 2):
    numeric = finite_field(water, main, b, 3e-4)
    field_error = max(field_error, np.abs(numeric - main.para[:, :, b]).max())
assert field_error < 2e-3     # third-order terms in the field remain

# Orbital characters from orbital values at transformed points.
operations = [np.diag([-1, -1, 1]), np.diag([1, -1, 1]), np.diag([-1, 1, 1])]
names = {(1, 1, 1): 'A1', (1, -1, -1): 'A2', (-1, 1, -1): 'B1', (-1, -1, 1): 'B2'}
psi = ao_pts @ water.mf.mo_coeff
signs = []
for op in operations:
    image = numint.eval_ao(water.mol, points @ op.T) @ water.mf.mo_coeff
    value = np.sum(psi * image, axis=0) / np.sum(psi**2, axis=0)
    assert np.abs(np.abs(value) - 1).max() < 1e-5
    signs.append(np.rint(value).astype(int))
signs = np.array(signs).T
orbital_label = [names[tuple(row)] for row in signs]
pair_sign = (signs[water.nocc:, None, :] * signs[None, :water.nocc, :]).reshape(-1, 3)
pair_label = np.array([names[tuple(row)] for row in pair_sign])

# Group-theoretical labels of the perturbations from the geometry.
axial = [np.rint(np.linalg.det(op)).astype(int) * np.diag(op) for op in operations]
swaps = [not np.allclose(op @ water.xyz[1], water.xyz[1]) for op in operations]
field_label = [names[tuple(int(ax[a]) for ax in axial)] for a in range(3)]
proton_label = {}
for a in range(3):
    for parity, tag in ((1, '+'), (-1, '-')):
        chars = tuple(int(ax[a]) * (parity if sw else 1)
                      for ax, sw in zip(axial, swaps))
        proton_label[AXES[a] + tag] = names[chars]


def vir_occ(matrix):
    return (water.cv.T @ water.base.T @ matrix @ water.base @ water.co).imag.ravel()


def check_pure(vector, label):
    inside = pair_label == label
    assert np.abs(vector[~inside]).max() < 1e-6
    assert np.abs(vector[inside]).max() > 1e-3


for a in range(3):
    check_pure(main.rhs[a], field_label[a])
    check_pure(vir_occ(water.moment[0][a]), field_label[a])
    for parity, tag in ((1, '+'), (-1, '-')):
        combined = (water.moment[1][a] + parity * water.moment[2][a]) / np.sqrt(2)
        check_pure(vir_occ(combined), proton_label[AXES[a] + tag])

# The response matrix has no elements between different blocks.
different = pair_label[:, None] != pair_label[None, :]
assert np.abs(water.hess[different]).max() < 1e-6
assert np.linalg.eigvalsh(water.hess)[0] > 0

# Block contributions to the two off-diagonal elements of proton 1,
# compared with the trace over the first-order density of the full solution.
blocks = ['A1', 'A2', 'B1', 'B2']
contribution = {}
for a, b in ((1, 2), (2, 1)):
    k_vec = vir_occ(water.moment[1][a])
    for label in blocks:
        idx = np.where(pair_label == label)[0]
        u = np.linalg.solve(water.hess[np.ix_(idx, idx)], -main.rhs[b][idx])
        contribution[a, b, label] = 4 * PPM * k_vec[idx] @ u
    total = sum(contribution[a, b, x] for x in blocks)
    assert abs(total - main.solved[1, a, b]) < 1e-5
    for label in blocks:
        if label != field_label[b]:
            assert abs(contribution[a, b, label]) < 1e-5

# Tensor pattern: computed numbers against the irrep matching rule.
sig_o, sig_1, sig_2 = main.sigma
allowed_count = 0
for a in range(3):
    for b in range(3):
        for parity, tag in ((1, '+'), (-1, '-')):
            element = (sig_1[a, b] + parity * sig_2[a, b]) / np.sqrt(2)
            if proton_label[AXES[a] + tag] == field_label[b]:
                allowed_count += 1
                assert abs(element) > 1e-2
            else:
                assert abs(element) < 1e-4
assert np.abs(sig_o - np.diag(np.diag(sig_o))).max() < 1e-4
assert abs(sig_1[1, 2] - sig_1[2, 1]) > 1e-2

# Gauge origin moved off the plane: London orbitals against a common origin.
shift = np.array([1.5, -1.0, 0.8])
moved = shielding(water, shift)
origin_change = np.abs(moved.sigma - main.sigma).max()
assert origin_change < 1e-4
assert np.abs(np.array(moved.rhs) - np.array(main.rhs)).max() < 1e-6
common = shielding(water, shift, london=False)
forbidden = [(0, 1), (1, 0), (0, 2), (2, 0)]
common_forbidden = max(abs(common.sigma[1][ab]) for ab in forbidden)
london_forbidden = max(abs(moved.sigma[1][ab]) for ab in forbidden)
assert common_forbidden > 1e-3 and london_forbidden < 1e-4

# Unequal bonds: the plane keeps the zeros, the proton relation is lost.
LONG_BOND = 1.06
bent = shielding(prepare(BOND, LONG_BOND, ANGLE), zero).sigma
assert max(abs(bent[k][ab]) for k in (1, 2) for ab in forbidden) < 1e-4
assert abs(bent[1][1, 2] + bent[2][1, 2]) > 1e-2

# Principal axes of the symmetric part in the molecular plane.
symmetric = 0.5 * (sig_1 + sig_1.T)
values, vectors = np.linalg.eigh(symmetric[1:, 1:])
bond_dir = water.xyz[1][1:] / np.linalg.norm(water.xyz[1])
tilt = np.degrees(np.arccos(min(1.0, abs(vectors[:, 1] @ bond_dir))))

print(f'O-H bond length: {BOND:.2f} angstrom; angle: {ANGLE:.1f} degree')
print('H1 position (x,y,z):', np.round(water.xyz[1], 4) + 0.0, 'bohr')
print(f'RHF energy: {water.mf.e_tot:.6f} hartree')
print(f'basis functions: {nao}; extended set: {water.ext.nao}')
print('occupied orbital irreps:', ' '.join(orbital_label[:water.nocc]))
print('virtual orbitals per irrep:',
      {x: orbital_label[water.nocc:].count(x) for x in blocks})
print('field irreps:', dict(zip(AXES, field_label)))
print('proton moment irreps:', proton_label)
print('response dimension:', water.npair, '; blocks:',
      {x: int(np.sum(pair_label == x)) for x in blocks})
print('independent proton parameters:', allowed_count)
for name, tensor in (('O', sig_o), ('H1', sig_1), ('H2', sig_2)):
    print(f'{name} shielding, rows m_x m_y m_z, columns B_x B_y B_z, ppm:')
    for row in tensor:
        print('   ' + ' '.join(f'{round(x, 3) + 0.0:10.3f}' for x in row))
    print(f'{name} isotropic shielding: {np.trace(tensor) / 3:.3f} ppm')
for a, b in ((1, 2), (2, 1)):
    tag = AXES[a] + AXES[b]
    label = field_label[b]
    part = contribution[a, b, label]
    print(f'H1 {tag}: block {label} response {part:.3f} ppm,',
          f'other terms {sig_1[a, b] - part:.3f} ppm')
print(f'H1 antisymmetric part (yz-zy)/2: {(sig_1[1, 2] - sig_1[2, 1]) / 2:.3f} ppm')
print(f'H1 symmetric yz element: {symmetric[1, 2]:.3f} ppm')
print(f'H1 in-plane principal values: {values[0]:.3f}, {values[1]:.3f} ppm')
print(f'angle of larger in-plane axis to O-H bond: {tilt:.2f} degree')
print('shifted gauge origin:', shift, 'bohr')
print(f'London: largest change of any element: {origin_change:.1e} ppm')
print(f'common origin: largest forbidden H1 element: {common_forbidden:.3f} ppm')
print(f'unequal bonds: {BOND:.2f} and {LONG_BOND:.2f} angstrom')
print(f'unequal bonds, yz of H1 and H2: {bent[1][1, 2]:.3f}, {bent[2][1, 2]:.3f} ppm')
print(f'unequal bonds, zy of H1 and H2: {bent[1][2, 1]:.3f}, {bent[2][2, 1]:.3f} ppm')
print(f'finite-field check, largest deviation: {field_error:.1e} ppm')
print(f'quadrature check, largest deviation: {quad_error:.1e} atomic units')
print('success')
```

Output:

```
O-H bond length: 0.96 angstrom; angle: 104.5 degree
H1 position (x,y,z): [0.     1.4344 1.1106] bohr
RHF energy: -76.022985 hartree
basis functions: 25; extended set: 80
occupied orbital irreps: A1 A1 B2 A1 B1
virtual orbitals per irrep: {'A1': 9, 'A2': 2, 'B1': 3, 'B2': 6}
field irreps: {'x': 'B2', 'y': 'B1', 'z': 'A2'}
proton moment irreps: {'x+': 'B2', 'x-': 'A1', 'y+': 'B1', 'y-': 'A2', 'z+': 'A2', 'z-': 'B1'}
response dimension: 100 ; blocks: {'A1': 36, 'A2': 15, 'B1': 20, 'B2': 29}
independent proton parameters: 5
O shielding, rows m_x m_y m_z, columns B_x B_y B_z, ppm:
      319.577      0.000      0.000
        0.000    363.618      0.000
        0.000      0.000    331.173
O isotropic shielding: 338.123 ppm
H1 shielding, rows m_x m_y m_z, columns B_x B_y B_z, ppm:
       23.562      0.000      0.000
        0.000     38.845      9.648
        0.000      8.136     30.743
H1 isotropic shielding: 31.050 ppm
H2 shielding, rows m_x m_y m_z, columns B_x B_y B_z, ppm:
       23.562      0.000      0.000
        0.000     38.845     -9.648
        0.000     -8.136     30.743
H2 isotropic shielding: 31.050 ppm
H1 yz: block A2 response -2.951 ppm, other terms 12.599 ppm
H1 zy: block B1 response -4.050 ppm, other terms 12.186 ppm
H1 antisymmetric part (yz-zy)/2: 0.756 ppm
H1 symmetric yz element: 8.892 ppm
H1 in-plane principal values: 25.022, 44.566 ppm
angle of larger in-plane axis to O-H bond: 5.00 degree
shifted gauge origin: [ 1.5 -1.   0.8] bohr
London: largest change of any element: 2.0e-11 ppm
common origin: largest forbidden H1 element: 26.658 ppm
unequal bonds: 0.96 and 1.06 angstrom
unequal bonds, yz of H1 and H2: 8.954, -7.633 ppm
unequal bonds, zy of H1 and H2: 6.833, -5.981 ppm
finite-field check, largest deviation: 9.6e-06 ppm
quadrature check, largest deviation: 4.5e-07 atomic units
success
```
